**M1 decay of the upper 1s hyperfine level in 209Bi82+**

The program tests the rate A = (α/3) ω (ħω/mc²)² [I/(2I+1)] (g_j + g_I m/M_p)² for a hydrogenlike ion with positive nuclear moment. Here α is the fine-structure constant, ω the angular frequency of the hyperfine splitting, I the nuclear spin, g_j the bound-electron g factor, g_I the nuclear g factor, and m and M_p the electron and proton masses. It asserts that this formula agrees with a rate computed from the full retarded Dirac current on explicit point-nucleus spinors, including the nuclear moment. Further assertions cover the photon-mode count, the angular strengths, the point-nucleus g factor and splitting, and the potentials of the charged and magnetized spheres. With a rough nuclear moment and charge radius as inputs, the output gives a splitting of 5.07 eV and a lifetime of 0.40 ms. Radiative corrections and hyperfine mixing of electronic states are not included.

## Program and output

```python
# Result under test: the M1 decay rate of the upper 1s hyperfine level,
#   A = (alpha/3) w (hbar w/mc^2)^2 I/(2I+1) (g_j + g_I m/M_p)^2,
# for a hydrogenlike ion with positive nuclear moment g_I mu_N I.
# w: angular frequency of the hyperfine splitting; I: nuclear spin;
# g_j: bound-electron g factor; m, M_p: electron and proton masses.
# G, F: large and small radial Dirac functions, with integral G^2+F^2 = 1.
# Internal units: hbar = m = c = 1; length unit hbar/(mc).
# Model: static nucleus, no radiative corrections, no electronic mixing.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, simpson, quad
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, gamma as gamma_function

Z = 83
nuclear_spin = 4.5
moment = 4.1             # rough input, nuclear magnetons
rms_radius_fm = 5.5      # rough input
alpha = sc.fine_structure
coupling = alpha * Z
gamma = np.sqrt(1 - coupling**2)
g_nuclear = moment / nuclear_spin
nuclear_ratio = g_nuclear * sc.m_e / sc.m_p
rest_energy_eV = sc.m_e * sc.c**2 / sc.e
compton_fm = sc.hbar / (sc.m_e * sc.c) * 1e15
sphere_radius = np.sqrt(5 / 3) * rms_radius_fm / compton_fm


def nuclear_potential(r, radius):
    if r < radius:
        return -coupling / radius * (1.5 - 0.5 * (r / radius)**2)
    return -coupling / r


class RadialState:
    """Lowest kappa=-1 state; radius zero denotes a point nucleus."""

    def __init__(self, radius):
        self.radius = radius
        self.energy = brentq(self.mismatch, gamma - 0.003, gamma + 0.01,
                             xtol=1e-13)
        inner, middle, outer = self.pieces(self.energy)
        scale = middle[1][0, -1] / outer[1][0, -1]
        outer = (outer[0][::-1], scale * outer[1][:, ::-1])
        self.parts = [inner, middle, outer]
        self.norm = 1.0
        self.norm = self.integral(lambda r, G, F: G**2 + F**2)

    def slope(self, x, y, energy):
        r = np.exp(x)
        v = nuclear_potential(r, self.radius)
        return [y[0] + r * (energy + 1 - v) * y[1],
                -y[1] - r * (energy - 1 - v) * y[0]]

    def march(self, first, last, values, energy):
        x = np.linspace(np.log(first), np.log(last), 2001)
        result = solve_ivp(self.slope, (x[0], x[-1]), values,
                           method="DOP853", t_eval=x, args=(energy,),
                           rtol=1e-11, atol=1e-15)
        assert result.success
        return np.exp(x), result.y

    def pieces(self, energy):
        if self.radius > 0:
            start, joint = 1e-4 * self.radius, self.radius
            v = nuclear_potential(0.0, self.radius)
            quotient = -(energy - 1 - v) * start / 3
        else:
            start, joint = 1e-14, 1e-7
            quotient = -coupling / (1 + gamma)
        inner = self.march(start, joint, [1.0, quotient], energy)
        middle = self.march(joint, 1.0, inner[1][:, -1], energy)
        tail = -np.sqrt((1 - energy) / (1 + energy))
        outer = self.march(45.0, 1.0, [1.0, tail], energy)
        return inner, middle, outer

    def mismatch(self, energy):
        _, middle, outer = self.pieces(energy)
        return (middle[1][1, -1] / middle[1][0, -1]
                - outer[1][1, -1] / outer[1][0, -1])

    def integral(self, density):
        total = sum(simpson(density(r, y[0], y[1]) * r, x=np.log(r))
                    for r, y in self.parts)
        return total / self.norm

    def g_factor(self):
        return -8 / 3 * self.integral(lambda r, G, F: r * G * F)

    def magnetic_integral(self, extended):
        def density(r, G, F):
            weight = 1 / r**2
            if extended:
                weight = np.where(r < self.radius,
                                  r / self.radius**3, weight)
            return G * F * weight
        return self.integral(density)


def spin_matrices(s):
    m = np.arange(s, -s - 1, -1)
    plus = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def coupled_levels(I):
    size = int(round(2 * I + 1))
    nuclear = np.array([np.kron(a, np.eye(2)) for a in spin_matrices(I)])
    electron = np.array([np.kron(np.eye(size), a)
                         for a in spin_matrices(0.5)])
    values, vectors = np.linalg.eigh(sum(a @ b for a, b in
                                         zip(nuclear, electron)))
    return nuclear, electron, vectors[:, values > 0], vectors[:, values < 0]


def splitting(magnetic_integral, ratio=nuclear_ratio):
    return (-4 / 3 * alpha * ratio * (nuclear_spin + 0.5)
            * magnetic_integral)


def rate_formula(omega, g, ratio=nuclear_ratio):
    strength = nuclear_spin / (2 * nuclear_spin + 1)
    return alpha / 3 * omega**3 * strength * (g + ratio)**2


# Golden-rule prefactor from an explicit count of photon modes in a box.
n = np.arange(-30, 31)
kx, ky, kz = np.meshgrid(n, n, n, indexing="ij")
k_size = np.sqrt(kx**2 + ky**2 + kz**2)
shell = (k_size >= 24) & (k_size < 30)
box_volume = (2 * np.pi)**3
mode_strength = (kx**2 + ky**2)[shell] / (2 * k_size[shell] * box_volume)
counted_rate = 2 * np.pi * mode_strength.sum() / 6
shell_mean_cube = (30**4 - 24**4) / (4 * 6)
# One per cent allows for the finite number of lattice modes.
assert abs(counted_rate / (shell_mean_cube / (3 * np.pi)) - 1) < 0.01

# Angular strength for every magnetic sublevel, in both level orders.
for I in (0.5, 1.5, 4.5):
    _, electron, high, low = coupled_levels(I)
    for start, end, expected in ((high, low, I / (2 * I + 1)),
                                 (low, high, (I + 1) / (2 * I + 1))):
        blocks = [end.conj().T @ j @ start for j in electron]
        total = sum(b.conj().T @ b for b in blocks)
        assert np.allclose(total, expected * np.eye(start.shape[1]),
                           atol=1e-12)

# Potential of a uniformly charged sphere from a sum over shells.
for r in (0.4, 0.8, 1.7):
    shell_sum = quad(lambda s: 3 * s**2 / max(r, s), 0, 1,
                     points=[r] if r < 1 else None)[0]
    assert abs(-coupling * shell_sum - nuclear_potential(r, 1.0)) < 1e-9

# Vector potential of a uniformly magnetized sphere from surface current.
cosine, cosine_weight = np.polynomial.legendre.leggauss(80)
angle = 2 * np.pi * np.arange(160) / 160
sine = np.sqrt(1 - cosine**2)
for x in (0.5, 2.0):
    projection = sine[:, None] * np.cos(angle)
    distance = np.sqrt(1 + x**2 - 2 * x * projection)
    value = np.sum(cosine_weight[:, None] * projection / distance)
    value *= (2 * np.pi / 160) / (4 * np.pi)
    expected = x / 3 if x < 1 else 1 / (3 * x**2)
    assert abs(value - expected) < 1e-10

# Numerical radial states against closed forms and a general identity.
point = RadialState(0.0)
finite = RadialState(sphere_radius)
g_point = 2 / 3 * (1 + 2 * gamma)
relativistic_factor = 1 / (gamma * (2 * gamma - 1))
assert abs(point.energy - gamma) < 1e-8
assert abs(point.g_factor() - g_point) < 1e-6
point_integral = point.magnetic_integral(False)
assert abs(point_integral / (-coupling**3 * relativistic_factor) - 1) < 1e-5
g_finite = finite.g_factor()
beta_mean = finite.integral(lambda r, G, F: G**2 - F**2)
assert abs(g_finite - 4 / 3 * (beta_mean + 0.5)) < 1e-6

# Explicit four-component point-nucleus spinors on a three-dimensional grid.
c, wc = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(12) / 12
t, wt = roots_genlaguerre(12, 2 * gamma)
cc, pp, tt = [a.ravel() for a in np.meshgrid(c, phi, t, indexing="ij")]
weights = (wc[:, None, None] * np.ones(12)[None, :, None]
           * wt[None, None, :]).ravel()
weights /= 24 * gamma_function(2 * gamma + 1)
ss = np.sqrt(1 - cc**2)
direction = np.array([ss * np.cos(pp), ss * np.sin(pp), cc])
z_position = tt * cc / (2 * coupling)
sigma = 2 * spin_matrices(0.5)
large = np.sqrt((1 + gamma) / 2)
small = -np.sqrt((1 - gamma) / 2)
upper = large * np.broadcast_to(np.eye(2), (len(tt), 2, 2))
lower = -1j * small * np.einsum("ip,iab->pab", direction, sigma)
spinor = np.concatenate([upper, lower], axis=1)
dirac_alpha = np.array([np.kron([[0, 1], [1, 0]], s) for s in sigma])
current = np.array([np.einsum("pam,ab,pbn->pmn", spinor.conj(), a, spinor)
                    for a in dirac_alpha])

# Angular coefficient and the hyperfine gap by matrix diagonalization.
cross = []
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    density = (direction[j, :, None, None] * current[k]
               - direction[k, :, None, None] * current[j])
    cross.append(np.einsum("p,pmn->mn", weights, density) / (large * small))
assert np.allclose(np.array(cross), -8 / 3 * spin_matrices(0.5), atol=1e-10)
hyperfine_matrix = sum(np.kron(a, b) for a, b in
                       zip(spin_matrices(nuclear_spin), cross))
hyperfine_matrix = (hyperfine_matrix * alpha * nuclear_ratio / 2
                    * point_integral)
levels = np.linalg.eigvalsh(hyperfine_matrix)
point_splitting = splitting(-coupling**3 * relativistic_factor)
assert abs((levels[-1] - levels[0]) / point_splitting - 1) < 1e-5
assert np.sum(levels > 0) == int(2 * nuclear_spin + 2)

nuclear, electron, high, low = coupled_levels(nuclear_spin)


def direct_rate(omega):
    """Full retarded electron current plus the nuclear magnetic moment."""
    phase = weights * np.exp(-1j * omega * z_position)
    total = 0.0
    for axis, nuclear_axis, sign in ((0, 1, 1), (1, 0, -1)):
        electron_part = np.einsum("p,pmn->mn", phase, current[axis])
        operator = np.kron(np.eye(int(2 * nuclear_spin + 1)), electron_part)
        operator = operator + (0.5j * sign * omega * nuclear_ratio
                               * nuclear[nuclear_axis])
        total += np.sum(np.abs(low.conj().T @ operator @ high)**2)
    return 2 * alpha * omega * total / high.shape[1]


omega = splitting(finite.magnetic_integral(True))
retarded = direct_rate(omega)
assert abs(retarded / rate_formula(omega, g_point) - 1) < 1e-6
assert abs(direct_rate(2 * omega) / retarded - 8) < 1e-5

# Worked example for bismuth.
dipole_omega = splitting(finite.magnetic_integral(False))
assert omega < dipole_omega < point_splitting
frequency_unit = sc.m_e * sc.c**2 / sc.hbar
rate = rate_formula(omega, g_finite) * frequency_unit


def lifetime_ms(w, g, ratio=nuclear_ratio):
    return 1e3 / (rate_formula(w, g, ratio) * frequency_unit)


lifetime = lifetime_ms(omega, g_finite)
assert abs(lifetime - 0.4) < 0.05

# SI magnetic-dipole expression with explicitly summed matrix elements.
moments = [-g_finite * sc.physical_constants["Bohr magneton"][0] * j
           + g_nuclear * sc.physical_constants["nuclear magneton"][0] * i
           for i, j in zip(nuclear, electron)]
moment_squared = sum(np.sum(np.abs(low.conj().T @ a @ high)**2)
                     for a in moments) / high.shape[1]
omega_si = omega * frequency_unit
si_rate = (sc.mu_0 * omega_si**3 * moment_squared
           / (3 * np.pi * sc.hbar * sc.c**3))
assert abs(si_rate / rate - 1) < 1e-6

energy_eV = omega * rest_energy_eV
wavelength_nm = sc.h * sc.c / (energy_eV * sc.e) * 1e9
binding_eV = (1 - finite.energy) * rest_energy_eV
larger_ratio = 1.01 * nuclear_ratio
larger_omega = splitting(finite.magnetic_integral(True), larger_ratio)
print(f"Nuclear charge number: {Z} (dimensionless)")
print(f"Nuclear spin I: {nuclear_spin:.1f} (dimensionless)")
print(f"Upper F: {nuclear_spin + 0.5:.0f} (dimensionless)")
print(f"Lower F: {nuclear_spin - 0.5:.0f} (dimensionless)")
print(f"Nuclear moment, rough input: {moment:.1f} nuclear magnetons")
print(f"rms charge radius, rough input: {rms_radius_fm:.1f} fm")
print(f"Equivalent sphere radius: {sphere_radius * compton_fm:.3f} fm")
print(f"Fine-structure constant: {alpha:.9f} (dimensionless)")
print(f"Electron rest energy: {rest_energy_eV:.2f} eV")
print(f"alpha Z: {coupling:.6f} (dimensionless)")
print(f"gamma: {gamma:.6f} (dimensionless)")
print(f"Nuclear g factor: {g_nuclear:.5f} (dimensionless)")
print(f"g_I m/M_p: {nuclear_ratio:.6e} (dimensionless)")
print(f"Point-nucleus g_j: {g_point:.6f} (dimensionless)")
print(f"Finite-nucleus g_j: {g_finite:.6f} (dimensionless)")
print(f"Angular strength: {nuclear_spin/(2*nuclear_spin+1):.4f}")
print(f"Relativistic hyperfine factor: {relativistic_factor:.5f}")
print(f"Splitting, point nucleus: {point_splitting*rest_energy_eV:.4f} eV")
print(f"Splitting, charged sphere and point dipole: "
      f"{dipole_omega*rest_energy_eV:.4f} eV")
print(f"Splitting, charged and magnetized sphere: {energy_eV:.4f} eV")
print(f"Transition wavelength: {wavelength_nm:.2f} nm")
print(f"Angular frequency: {omega_si:.5e} rad/s")
print(f"hbar omega/mc^2: {omega:.5e} (dimensionless)")
print(f"1s binding energy: {binding_eV:.1f} eV")
print(f"Splitting/binding energy: {energy_eV/binding_eV:.3e}")
print(f"M1 decay rate: {rate:.2f} s^-1")
print(f"Lifetime: {lifetime:.4f} ms")
print(f"Lifetime, point nucleus: "
      f"{lifetime_ms(point_splitting, g_point):.4f} ms")
print(f"Lifetime, charged sphere and point dipole: "
      f"{lifetime_ms(dipole_omega, g_finite):.4f} ms")
print(f"Lifetime, g_j=2 at same splitting: "
      f"{lifetime_ms(omega, 2.0):.4f} ms")
print(f"Lifetime without nuclear M1 term: "
      f"{lifetime_ms(omega, g_finite, 0.0):.4f} ms")
print(f"Lifetime, nuclear moment 1 percent larger: "
      f"{lifetime_ms(larger_omega, g_finite, larger_ratio):.4f} ms")
print(f"Retarded/long-wave rate minus 1: "
      f"{retarded/rate_formula(omega, g_point)-1:.1e}")
print(f"Rate ratio on doubling omega: {direct_rate(2*omega)/retarded:.6f}")
print("no test failed")
```

Printed output:

```
Nuclear charge number: 83 (dimensionless)
Nuclear spin I: 4.5 (dimensionless)
Upper F: 5 (dimensionless)
Lower F: 4 (dimensionless)
Nuclear moment, rough input: 4.1 nuclear magnetons
rms charge radius, rough input: 5.5 fm
Equivalent sphere radius: 7.100 fm
Fine-structure constant: 0.007297353 (dimensionless)
Electron rest energy: 510998.95 eV
alpha Z: 0.605680 (dimensionless)
gamma: 0.795708 (dimensionless)
Nuclear g factor: 0.91111 (dimensionless)
g_I m/M_p: 4.962066e-04 (dimensionless)
Point-nucleus g_j: 1.727611 (dimensionless)
Finite-nucleus g_j: 1.728109 (dimensionless)
Angular strength: 0.4500
Relativistic hyperfine factor: 2.12497
Splitting, point nucleus: 5.8242 eV
Splitting, charged sphere and point dipole: 5.1765 eV
Splitting, charged and magnetized sphere: 5.0697 eV
Transition wavelength: 244.56 nm
Angular frequency: 7.70216e+15 rad/s
hbar omega/mc^2: 9.92107e-06 (dimensionless)
1s binding energy: 104318.7 eV
Splitting/binding energy: 4.860e-05
M1 decay rate: 2479.58 s^-1
Lifetime: 0.4033 ms
Lifetime, point nucleus: 0.2661 ms
Lifetime, charged sphere and point dipole: 0.3788 ms
Lifetime, g_j=2 at same splitting: 0.3011 ms
Lifetime without nuclear M1 term: 0.4035 ms
Lifetime, nuclear moment 1 percent larger: 0.3914 ms
Retarded/long-wave rate minus 1: -2.2e-10
Rate ratio on doubling omega: 8.000000
no test failed
```
